# Why filling a Kane subband extends intersubband absorption to lower energy

**Q:** I have an InAs-like quantum well with electrons in its lowest subband. When I raise the sheet density, why should the absorption between subbands 1 and 2 spread towards lower photon energy? The light carries almost no in-plane momentum, so I would expect each electron to absorb at the same energy.

**A:** Each electron keeps its in-plane wave number $k$, but that does not make the transition energies equal. They are equal if the two subbands are parallel. We must find out whether they are.

Let $\phi$ be the conduction envelope, coupled to three p-type envelopes $\mathbf u=(u_x,u_y,u_z)$. Measure energy from the conduction edge and put the p-type edge at $-E_g$. I leave out spin-orbit splitting and remote bands for now. The Kane equations are

$$E\phi=P(-i\nabla)\cdot\mathbf u,\qquad (E+E_g)\mathbf u=P(-i\nabla)\phi .$$

Here $P$ has units of energy times length. Solving the second equation for $\mathbf u$ and inserting it into the first gives

$$E(E+E_g)\phi=-P^2\nabla^2\phi .$$

For hard walls at $z=0$ and $z=L$, require $\phi=0$ there. The current $j_z=(P/\hbar)(\phi^*u_z+u_z^*\phi)$ then vanishes at the walls, even though $u_z$ does not. With $k$ along $x$, the solutions are $\phi\propto\sin(n\pi z/L)e^{ikx}$, so

$$E(E+E_g)=P^2K_n^2,\qquad K_n^2=\left(\frac{n\pi}{L}\right)^2+k^2 .$$

At small energy the left side is $EE_g$. Matching this to $E=\hbar^2K^2/2m$, where $m$ is the band-edge mass, fixes $P^2=\hbar^2E_g/2m$. Define

$$\gamma_n=\frac{\hbar^2K_n^2}{2m},\qquad S_n=\sqrt{1+\frac{4\gamma_n}{E_g}} .$$

The equation becomes $E^2+E_gE-E_g\gamma_n=0$, and its conduction root is

$$E_n(k)=\frac{E_g}{2}(S_n-1).$$

**Q:** How does that make the spacing depend on $k$? The same $k^2$ is added to both subbands.

**A:** It is added under two different square roots. The spacing is $\Delta=E_2-E_1=E_g(S_2-S_1)/2$. Multiply and divide by $S_1+S_2$, and use $S_2^2-S_1^2=4(\gamma_2-\gamma_1)/E_g$:

$$\Delta(k)=\frac{2(\gamma_2-\gamma_1)}{S_1+S_2},\qquad \gamma_2-\gamma_1=\frac{3\pi^2\hbar^2}{2mL^2}.$$

The in-plane term cancels from the numerator. The denominator grows with $k$, so the spacing falls.

The slope shows the physical reason. Let $t=\hbar^2k^2/2m$. Since $dS_n/dt=2/(E_gS_n)$,

$$\frac{dE_n}{dt}=\frac1{S_n},\qquad \frac{d\Delta}{dt}=\frac1{S_2}-\frac1{S_1}<0 .$$

Near $k=0$, subband $n$ therefore has in-plane mass $m_n=mS_n(0)$. The upper subband lies higher in the nonparabolic band and is heavier, so it rises more slowly with $k$.

If $E_g\to\infty$ at fixed $m$, then $S_n\simeq1+2\gamma_n/E_g$ and the slope tends to $-2(\gamma_2-\gamma_1)/E_g\to0$. The subbands become parallel, as you expected.

**Q:** What does filling do to the spectrum then?

**A:** Take independent electrons at zero temperature, all in subband 1. With two spins, they fill a disc of radius $k_F$ given by $n=k_F^2/2\pi$, where $n$ without a subband label is the sheet density. The occupied transitions run from $\Delta(0)$ down to $\Delta(k_F)$. To first order in density the width is

$$W\simeq\frac{\hbar^2k_F^2}{2m}\left[\frac1{S_1(0)}-\frac1{S_2(0)}\right].$$

Here are round parameters: $E_g=0.40$ eV, $m=0.025m_0$, $L=8$ nm and $n=10^{12}$ cm$^{-2}$. Then $k_F=0.251$ nm$^{-1}$ and $\hbar^2k_F^2/2m=95.8$ meV. At $k=0$, $S_1=1.830$ and $S_2=3.225$, so

$$\Delta(0)=200(3.2250-1.8304)\ \text{meV}=278.9\ \text{meV}.$$

At $k_F$ the two values are 2.0755 and 3.3702, which gives $\Delta(k_F)=258.9$ meV. The band is 20.0 meV wide. The first-order formula gives $95.76(1/1.8304-1/3.2250)=22.6$ meV. It is too large because the difference between the slopes itself shrinks as $k$ grows.

As a control, I kept $m$, $L$ and $n$ fixed and raised the gap to 4000 eV. Diagonalising the coupled envelope equations on a grid then gave a width of 0.034 meV. The broadening disappears with the nonparabolicity.

**Q:** A range of allowed energies is not yet an absorption spectrum. Could the transition strength vanish at the lower edge, or could the whole line just move?

**A:** We need the strength for light polarised along $z$. First normalise the states. The p-type part has weight $P^2K_n^2/(E_n+E_g)^2=E_n/(E_n+E_g)$ relative to the $\phi$ part. The $\phi$ part therefore carries the fraction

$$c_n^2=\frac{E_n+E_g}{2E_n+E_g}=\frac{S_n+1}{2S_n}.$$

The velocity operator couples $\phi$ to $u_z$ with strength $P/\hbar$, and $u_{z,n}=-iP\phi_n'/(E_n+E_g)$. Hence

$$v_{21}=\frac P\hbar\int_0^L(\phi_2^*u_{z,1}+u_{z,2}^*\phi_1)\,dz .$$

In the second term, complex conjugation changes $-i$ to $+i$. Integration by parts gives $\int\phi_2'\phi_1dz=-\int\phi_2\phi_1'dz$ and restores the minus sign. The two terms add:

$$v_{21}=-\frac{iP^2}{\hbar}c_1c_2D\left[\frac1{E_1+E_g}+\frac1{E_2+E_g}\right],$$

$$D=\frac2L\int_0^\pi\sin2x\cos x\,dx=\frac8{3L}.$$

Insert $E_n+E_g=E_g(S_n+1)/2$ and $2P^2/(\hbar E_g)=\hbar/m$, then square:

$$|v_{21}|^2=\frac{\hbar^2D^2}{4m^2}\frac{(S_1+S_2+2)^2}{S_1S_2(S_1+1)(S_2+1)}.$$

For a field $F\cos\omega t$, the absorbing part of the perturbation has matrix element of magnitude $eF|v_{21}|/2\omega$. The golden rule gives the absorbed power per electron as

$$\hbar\omega\,\frac{2\pi}{\hbar}\frac{e^2F^2|v_{21}|^2}{4\omega^2}\delta(\Delta-\hbar\omega).$$

Setting the power per area equal to $\sigma F^2/2$ defines the sheet conductance $\sigma$, integrated over the well thickness. Summing over both spins turns $(2/A)\sum_{\mathbf k}$ into $(1/\pi)\int k\,dk=(m/\pi\hbar^2)\int dt$. Thus

$$\sigma=\frac{e^2m}{\hbar^2\omega}\frac{|v_{21}|^2}{|d\Delta/dt|},\qquad \frac1{|d\Delta/dt|}=\frac{S_1S_2}{S_2-S_1}.$$

The product $S_1S_2$ cancels. With $\hbar\omega=E_g(S_2-S_1)/2$,

$$\sigma=\frac{e^2\hbar D^2}{2mE_g}\frac{(S_1+S_2+2)^2}{(S_1+1)(S_2+1)(S_2-S_1)^2}$$

inside the band, and zero outside.

**Q:** Where is the density in that result?

**A:** It is in the lower edge and not in the height. A photon energy selects one $k$, and that state is either occupied or empty. Added electrons occupy larger $k$, so they open new absorption below the old edge and leave the absorption above it unchanged.

At fixed well parameters, the upper edge stays at 278.9 meV. The lower edge moves from 273.5 to 268.3 to 258.9 meV as the density rises from 0.25 to 0.5 to $1.0\times10^{12}$ cm$^{-2}$.

The strength does not vanish at the lower edge. The sheet conductance rises from about 221 µS at the upper edge to 254 µS at the lower one, or 15%. The slopes $1/S_1-1/S_2$ at the two edges are 0.236 and 0.185, so there are 28% more transitions per unit energy at the bottom. The strength of each transition is proportional to $|z_{21}|^2\Delta$, where $|z_{21}|=\hbar|v_{21}|/\Delta$ is the dipole length. This strength falls by 10% from the upper edge to the lower one and offsets part of the increase.

I also summed the inner and outer halves of the Fermi disc from the grid states. Each sum agreed with the integral of this formula over its own energy range to within 0.3%.

**Q:** Does this continue for any density, and does a narrower well always broaden more?

**A:** Neither holds. Subband 2 begins to fill when $E_1(k_F)=E_2(0)$. The energy depends on $K_n$ alone, so this means $k_F^2+(\pi/L)^2=(2\pi/L)^2$, or

$$n_2=\frac{3\pi}{2L^2}=7.4\times10^{12}\ \text{cm}^{-2}$$

here. Beyond it, both subbands are occupied up to some $k_{F2}$. Those vertical transitions are blocked, and the upper edge moves down to $\Delta(k_{F2})$.

For the well width, define $a=4\gamma_1(0)/E_g$, which is proportional to $1/L^2$. At fixed density, gap and mass, the first-order width is proportional to

$$g(a)=(1+a)^{-1/2}-(1+4a)^{-1/2}.$$

For a wide well, $a\ll1$ and $g\simeq3a/2$: the confinement samples little nonparabolicity. For a very narrow one, $a\gg1$ and $g\simeq1/(2\sqrt a)$: both subbands are heavy, and the difference between their inverse masses is small. Setting $dg/da=0$ gives $1+4a=4^{2/3}(1+a)$, hence $a\simeq1.03$. The example has $a=S_1^2-1=2.35$. The first-order width therefore peaks at $L\simeq8\sqrt{2.35/1.03}\simeq12$ nm. At $10^{12}$ cm$^{-2}$ the full difference $\Delta(0)-\Delta(k_F)$ peaks nearer 10 nm. Both values lie above 8 nm, so narrowing this hard-wall well further reduces the width. Finite barriers let the envelopes spread outwards and move the maximum to narrower wells. With a 2 eV barrier and aligned valence edges it lies close to 8 nm, where the width hardly changes with $L$. A 2.1 eV barrier whose valence edge is 0.18 eV higher puts it near 8.6 nm.

**Q:** My electrons repel each other. Could that undo the broadening?

**A:** It can reshape the line strongly. Light excites all vertical transitions together. Represent the transition of each of the $N$ electrons by a basis state $|j\rangle$ with energy $T_j$. If their dipoles are equal, light creates the bright state $|B\rangle=N^{-1/2}\sum_j|j\rangle$. Equal dipoles are a good approximation here: the dipole length changes from 1.53 to 1.51 nm across the disc.

The excited electrons form oscillating charge sheets. Let $\rho_{21}(z)$ be the transition density and $Q(z)=\int_0^z\rho_{21}dz'$. Gauss's law makes the field proportional to $Q$, and the interaction integral is $(e^2/\varepsilon)\int Q^2dz$, with $\varepsilon$ the permittivity of the well. Each pair of transitions couples with this value divided by the area. In the resonant approximation, which drops terms that create or destroy two excitations, the Hamiltonian is

$$H=T+s|B\rangle\langle B|,\qquad s=\frac{ne^2}{\varepsilon}\int_0^LQ^2dz .$$

Here $s$ is the depolarisation shift. For relative permittivity 15, using the $k=0$ states, it is 4.9 meV. That is the static permittivity of InAs. At these photon energies the lattice cannot follow the field, and the high-frequency value, about 12.3, gives 6.0 meV. I keep 15 in the numbers below unless stated.

From $H|B\rangle=T|B\rangle+s|B\rangle$, the mean absorption energy is $\langle T\rangle+s$. The variance is

$$\langle T^2\rangle+2s\langle T\rangle+s^2-(\langle T\rangle+s)^2=\langle T^2\rangle-\langle T\rangle^2 .$$

Thus the root-mean-square width is unchanged, but the visible shape need not be.

**Q:** What shape do you get?

**A:** Approximate the transitions by a uniform band from $-W$ to zero, measured from its upper edge. For an eigenstate $x$ of energy $\lambda>0$, let $\beta=\langle B|x\rangle$. The eigenvalue equation gives $x_j=s\beta N^{-1/2}/(\lambda-T_j)$. Projecting this onto $B$ yields

$$1=\frac sW\int_{-W}^{0}\frac{dT}{\lambda-T}=\frac sW\ln\frac{\lambda+W}{\lambda}.$$

With $r=W/s$, this gives a collective mode at $\lambda=W/(e^r-1)$ above the band. Its share of the absorption is $\beta^2$. Normalising $x$ gives

$$1=\beta^2\frac{s^2}{W}\left(\frac1\lambda-\frac1{\lambda+W}\right)=\frac{\beta^2s^2}{\lambda(\lambda+W)},$$

$$\beta^2=\frac{r^2e^r}{(e^r-1)^2}=\frac{(r/2)^2}{\sinh^2(r/2)}.$$

If $r\ll1$, then $\beta^2\to1$ and one collective line takes nearly all the strength. If $r\gg1$, most strength remains in the band. To first order in density both $W$ and $s$ are proportional to $n$, so $r$ tends to a constant at low density, about 4.6 for this well. On further filling $W$ grows more slowly than $n$, so $r$ falls and the collective mode gains strength.

Here $r=4.1$, and the uniform-band formula assigns 29% to the collective mode. Using the actual spacings gives 24%, at 0.26 meV above the edge. With an assumed lifetime width of 6 meV, the full width at half maximum falls from 20.6 meV for independent electrons to 14.7 meV. The peak lies at 278 meV, close to the upper edge. The root-mean-square width without lifetime broadening is 5.8 meV in both cases. With permittivity 12.3 the collective mode takes 38% and the full width falls further, to about 12 meV. Keeping the $k$ dependence of the dipoles and couplings, the conductance weighting and the non-resonant terms narrows both depolarised widths by a further 0.3 to 0.4 meV and leaves the collective shares almost unchanged.

**Q:** And exchange?

**A:** I estimated it with a statically screened, strictly two-dimensional interaction, taken equal for both subbands. The exchange energies and the attraction between the excited electron and the hole it leaves must be kept together. Let $w_{ij}$ be the screened interaction at the wave-vector difference of same-spin electrons $i$ and $j$, divided by the area, and zero for opposite spins. Exciting electron $i$ loses the exchange energy it shared with the others, which costs $\sum_jw_{ij}$. The attraction couples excitations $i$ and $j$ by $-w_{ij}$. For excitation amplitudes $x_i$, the two together contribute

$$\frac12\sum_{ij}w_{ij}|x_i-x_j|^2,\qquad w_{ij}\ge0 .$$

This is zero for the uniform bright state and positive whenever the amplitudes differ among electrons of the same spin. Within this approximation it therefore leaves the mean and variance above unchanged, but redistributes the strength. With depolarisation included, the peak moves to 269 meV and the full width is 15.1 meV. The peak position is thus sensitive to exchange. A finite well thickness weakens the interaction, which widens the line by about 4 meV here. It also makes the interaction differ between the subbands, which raises the mean by about 0.3 meV, and it lets the excited electron exchange with those left in subband 1, which lowers it by about 1.4 meV. The net shift is about 1 meV downwards. This estimate is not a complete many-body spectrum.

**Q:** Would I see this at room temperature?

**A:** The energy range is wider, but its link to density is weaker. At 300 K and the same density, the root-mean-square width of the independent transitions, weighted by the population difference, is 12.8 meV. About 35% of that weight lies below the zero-temperature lower edge. Thermal electrons at large $k$ supply it.

In the dilute limit, $f_n\simeq e^{(\mu-E_n)/k_BT}$. The density then enters through the common factor $e^{\mu/k_BT}$, and the normalised line shape no longer depends on it. Filling broadens the line when the electron gas is at least partly degenerate. Here the Fermi level at zero temperature is 49 meV above the subband bottom, compared with $k_BT\simeq26$ meV at 300 K.

**Q:** How close are these numbers to a real InAs channel?

**A:** The gap and mass are rough InAs values, and the density is reasonable for a channel. The permittivity is the static one, which understates the depolarisation shift. The hard wall is the assumption that moves the line most among those I sized. A 2 eV barrier with aligned valence edges lowers the upper edge from 279 to 238 meV, while the width becomes 21.2 meV. A spin-orbit splitting of 0.4 eV, at fixed band-edge mass and with hard walls, raises that edge to 296 meV and gives a width of 20.3 meV. Static band bending, for symmetric doping outside the well and to first order, lowers the spacing by 1.5 meV.

The second subband starts 445 meV above the conduction edge, more than the gap itself, so remote bands may matter; I have not sized them. Well-width fluctuations and disorder are also missing. The absolute line position is therefore much less secure than the roughly 20 meV spread of independent transition energies. The numerical output gives the remaining values.

**Q:** What should I compare in an experiment, then?

**A:** Hold the well and temperature fixed, vary the density, and follow the mean and variance as well as the peak. For independent electrons at zero temperature, the mean in this example lies about 10 meV below $\Delta(0)$. Depolarisation returns 5 to 6 meV of that, depending on the permittivity used, so a net red shift remains before band bending is added. The peak alone could mislead you: with depolarisation but no exchange, it stays near the upper edge while absorption extends below it. Subtract the variance due to lifetime and disorder only if you have an independent model for it; a Lorentzian tail has no finite variance, so the measured value depends on the energy window you integrate over. A window that is not centred on the line also shifts the mean, so keep the treatment of the tails the same at every density.

## Numbers as computed

```
Kane gap: 0.40 eV; band-edge mass: 0.025 m0
well width: 8.0 nm; relative permittivity: 15
sheet density: 1.00e+12 cm^-2
Fermi wave number: 0.2507 nm^-1
hbar^2 kF^2/(2m): 95.76 meV
S1, S2 at k=0: 1.8304, 3.2250
E1, E2 at k=0: 166.07, 445.00 meV
spacing at k=0: 278.93 meV
S1, S2 at k=kF: 2.0755, 3.3702
E1, E2 at k=kF: 215.10, 474.04 meV
spacing at k=kF: 258.94 meV
in-plane masses at k=0: 0.0458, 0.0806 m0
band width: 19.99 meV
first-order width: 22.62 meV
near-parabolic control width: 0.034 meV
second subband fills at: 7.36e+12 cm^-2
n=2.50e+11 cm^-2: lower edge 273.46, width 5.47 meV
n=5.00e+11 cm^-2: lower edge 268.33, width 10.61 meV
n=1.00e+12 cm^-2: lower edge 258.94, width 19.99 meV
sheet conductance at upper edge: 220.5 uS
sheet conductance at lower edge: 253.6 uS
dipole length at k=0, kF: 1.5294, 1.5065 nm
depolarization shift s: 4.91 meV
ratio r = band width/s: 4.075
flat-band collective offset: 0.346 meV
flat-band collective weight: 0.292
true-band top mode offset: 0.256 meV
true-band top mode weight: 0.242
assumed lifetime FWHM: 6.0 meV
independent: mean 268.53, rms 5.76 meV
independent: peak 266.7, FWHM 20.6 meV
depolarized: mean 273.44, rms 5.76 meV
depolarized: peak 278.1, FWHM 14.7 meV
with exchange: mean 273.44, rms 5.76 meV
with exchange: peak 268.9, FWHM 15.1 meV
screening wave number: 0.1153 nm^-1
static Hartree shift of spacing: -1.51 meV
300 K: mean 261.96, rms 12.81 meV
300 K: weight below cold lower edge 0.346
300 K: upper-subband fraction 0.0001
2 eV barrier: upper edge 238.11, width 21.17 meV
0.4 eV spin-orbit: upper edge 295.57, width 20.33 meV
```
